# Distance cutoffs for local MP2 pair energies in bulk and chains: test program

```python
"""
Result under test: for a gapped closed-shell system the MP2 energy of a
distant pair of localized orbitals is -C/R^6. Dropping pairs with R > Rc
costs, per orbital, (2 pi/3) n C/Rc^3 in bulk and lam C/(5 Rc^5) in a chain.
R: distance of orbital centres; C: pair coefficient (hartree bohr^6);
n, lam: orbitals per volume and per length. A pair energy belongs to an
unordered pair. Atomic units are used throughout.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import polar
from scipy.special import zeta
from pyscf import gto, scf, ao2mo, mp


def dipole_correlation(dip, e_occ, e_vir, rot):
    """Imaginary-time dipole correlation of each local orbital.
    dip[x,k,a]: canonical transition dipoles; rot[k,i]: canonical to local."""
    gap = e_vir.min() - e_occ.max()
    u, w = np.polynomial.legendre.leggauss(100)
    times = (1 + u) / (1 - u) / gap
    weights = 2 * w / (1 - u) ** 2 / gap
    local = np.einsum('xka,ki->xia', dip, rot, optimize=True)
    delta = e_vir[None, :] - e_occ[:, None]
    corr = []
    for time in times:
        evolved = np.einsum('xka,ki->xia', dip * np.exp(-delta * time), rot,
                            optimize=True)
        corr.append(np.einsum('xia,yia->ixy', local, evolved, optimize=True))
    return weights, np.array(corr)


def pair_coefficients(weights, corr, tensor):
    """C_ij from correlations; tensor[i,j] is 1 - 3nn for each pair."""
    first = np.einsum('ijxy,tixz->tijyz', tensor, corr, optimize=True)
    second = np.einsum('ijzw,tjyw->tijyz', tensor, corr, optimize=True)
    return 4 * np.einsum('t,tijyz,tijyz->ij', weights, first, second,
                         optimize=True)


def slope(x1, y1, x2, y2):
    return np.log(abs(y2 / y1)) / np.log(x2 / x1)


# ---- Connected model chain: full MP2 with hopping between all cells ----
cells, spacing, bond = 61, 5.0, 2.5
hop_in, hop_out, soft = -0.20, -0.05, 2.0
mid = cells // 2
centres = (np.arange(cells) - mid) * spacing
x = np.ravel(np.column_stack([centres - bond / 2, centres + bond / 2]))
h = np.zeros((2 * cells, 2 * cells))
for site in range(2 * cells - 1):
    h[site, site + 1] = h[site + 1, site] = hop_in if site % 2 == 0 else hop_out
energy, orb = np.linalg.eigh(h)
eo, ev = energy[:cells], energy[cells:]
co, cv = orb[:, :cells], orb[:, cells:]
trial = np.zeros((2 * cells, cells))
for c in range(cells):
    trial[2 * c:2 * c + 2, c] = np.sqrt(0.5)
rot = polar(co.T @ trial)[0]
coulomb = 1 / np.sqrt((x[:, None] - x[None, :]) ** 2 + soft ** 2)
density = np.einsum('pl,pb->plb', co, cv).reshape(2 * cells, -1)
potential = coulomb @ density
k_mid = np.zeros((cells, cells, cells))      # indices a, l, b
t_mid = np.zeros_like(k_mid)
for k in range(cells):
    integral = ((co[:, k, None] * cv).T @ potential).reshape(cells, cells, cells)
    denom = ev[:, None, None] + ev[None, None, :] - eo[k] - eo[None, :, None]
    k_mid += rot[k, mid] * integral
    t_mid -= rot[k, mid] * integral / denom
k_loc = np.einsum('alb,lj->ajb', k_mid, rot, optimize=True)
t_loc = np.einsum('alb,lj->ajb', t_mid, rot, optimize=True)
direct = 4 * np.einsum('ajb,ajb->j', k_loc, t_loc)
exchange = -2 * np.einsum('ajb,bja->j', k_loc, t_loc)
chain_pair = direct + exchange

chain_dip = np.einsum('pk,p,pa->ka', co, x, cv, optimize=True)[None]
wts, corr = dipole_correlation(chain_dip, eo, ev, rot)
chain_c = pair_coefficients(wts, corr[:, mid:mid + 2],
                            np.full((2, 2, 1, 1), -2.0))[0, 1]
print(f"Chain: cells {cells}, spacing {spacing} bohr, site gap {bond} bohr")
print(f"Chain: hoppings {hop_in}, {hop_out} hartree; softening {soft} bohr")
print(f"Chain: orbital energy gap {ev[0] - eo[-1]:.4f} hartree")
print(f"Chain: C from dipole formula {chain_c:.3f} hartree bohr^6")
for m in (6, 12, 24):
    r = m * spacing
    print(f"Chain: R {r:.0f} bohr, pair energy {chain_pair[mid + m]:.4e} hartree,"
          f" ratio to -C/R^6 {-chain_pair[mid + m] * r**6 / chain_c:.4f}")
for m in (2, 4, 12):
    print(f"Chain: R {m * spacing:.0f} bohr, |exchange/direct| "
          f"{abs(exchange[mid + m] / direct[mid + m]):.2e}")
chain_slope = slope(12, chain_pair[mid + 12], 24, chain_pair[mid + 24])
print(f"Chain: pair exponent, 60 to 120 bohr: {chain_slope:.3f}")
# Tolerances allow for the next multipole term, of relative order 1/R^2.
assert abs(chain_slope + 6) < 0.12
assert abs(-chain_pair[mid + 24] * (24 * spacing) ** 6 / chain_c - 1) < 0.03
assert abs(exchange[mid + 12] / direct[mid + 12]) < 1e-2
assert abs(exchange[mid + 16] / direct[mid + 16]) < 1e-3
tails = []
for m in (9, 15):
    rc = (m - 0.5) * spacing
    far = np.abs(np.arange(cells) - mid) >= m
    tail = -0.5 * chain_pair[far].sum()
    r_end = (mid + 0.5) * spacing
    law = chain_c / (5 * spacing) * (rc ** -5 - r_end ** -5)
    tails.append((rc, tail))
    print(f"Chain: Rc {rc:.1f} bohr, error/orbital {tail:.4e} hartree,"
          f" finite-chain law {law:.4e}")
assert abs(tail / law - 1) < 0.08
tail_slope = slope(*tails[0], *tails[1])
print(f"Chain: cutoff-error exponent {tail_slope:.3f}")
assert abs(tail_slope + 5) < 0.25            # finite end and next multipole


# ---- Methane: pair energies of bond orbitals ----
ch_length = 2.06
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def methane(basis, origins):
    atoms = []
    for origin in origins:
        origin = np.asarray(origin, float)
        atoms.append(('C', tuple(origin)))
        for corner in corners:
            atoms.append(('H', tuple(origin + ch_length * corner / np.sqrt(3))))
    mol = gto.M(atom=atoms, unit='Bohr', basis=basis, verbose=0)
    eri = mol.intor('int2e', aosym='s8')
    mf = scf.RHF(mol)
    mf.chkfile = None
    mf._eri = eri
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    core, nocc = len(origins), 5 * len(origins)
    occ, vir = mf.mo_coeff[:, core:nocc], mf.mo_coeff[:, nocc:]
    hydrogen = [p for p, lab in enumerate(mol.ao_labels(fmt=None))
                if lab[1] == 'H' and lab[2] == '1s']
    rotation = polar(occ.T @ mol.intor('int1e_ovlp')[:, hydrogen])[0]
    position = mol.intor('int1e_r')
    dip = np.einsum('pk,xpq,qa->xka', occ, position, vir, optimize=True)
    loc = occ @ rotation
    centroid = np.einsum('pi,xpq,qi->ix', loc, position, loc, optimize=True)
    return dict(mf=mf, eri=eri, occ=occ, vir=vir, rot=rotation, dip=dip,
                centroid=centroid, eo=mf.mo_energy[core:nocc],
                ev=mf.mo_energy[nocc:], core=core)


def local_pair_matrix(s):
    """Ordered-pair MP2 energies; the sum of all entries is the total."""
    no, nv = len(s['eo']), len(s['ev'])
    k = ao2mo.general(s['eri'], (s['occ'], s['vir'], s['occ'], s['vir']),
                      compact=False).reshape(no, nv, no, nv)
    gap = s['ev'][None, :] - s['eo'][:, None]
    t = -k / (gap[:, :, None, None] + gap[None, None, :, :])
    k = np.einsum('kalb,ki,lj->iajb', k, s['rot'], s['rot'], optimize=True)
    t = np.einsum('kalb,ki,lj->iajb', t, s['rot'], s['rot'], optimize=True)
    return (2 * np.einsum('iajb,iajb->ij', k, t)
            - np.einsum('iajb,ibja->ij', k, t))


def tensor_for(vectors):
    unit = vectors / np.linalg.norm(vectors, axis=-1, keepdims=True)
    return np.eye(3) - 3 * unit[..., :, None] * unit[..., None, :]


axis = np.array([1.0, 2.0, 2.0]) / 3
single = methane('cc-pvdz', [np.zeros(3)])
wts, corr = dipole_correlation(single['dip'], single['eo'], single['ev'],
                               single['rot'])
common = tensor_for(np.broadcast_to(axis, (4, 4, 3)))
c_matrix = pair_coefficients(wts, corr, common)
c_small = c_matrix.sum()
print(f"CH4: C-H length {ch_length} bohr; cc-pVDZ molecular C "
      f"{c_small:.3f} hartree bohr^6")
print(f"CH4: bond-pair C from {c_matrix.min():.3f} to {c_matrix.max():.3f}"
      " hartree bohr^6")
molecular, deviation = {}, {}
for r in (20.0, 40.0, 80.0):
    dimer = methane('cc-pvdz', [np.zeros(3), r * axis])
    ordered = local_pair_matrix(dimer)
    if r == 20.0:
        reference = mp.MP2(dimer['mf'], frozen=dimer['core']).kernel()[0]
        print(f"CH4 pair, 20 bohr: total MP2 correlation {ordered.sum():.8f}"
              " hartree")
        assert abs(ordered.sum() - reference) < 1e-8
    pairs = 2 * ordered[:4, 4:]
    vectors = dimer['centroid'][None, 4:] - dimer['centroid'][:4, None]
    distance = np.linalg.norm(vectors, axis=-1)
    predicted = -pair_coefficients(wts, corr, tensor_for(vectors)) / distance**6
    molecular[r] = pairs.sum()
    deviation[r] = np.abs(pairs - predicted).max() / np.abs(pairs).mean()
    print(f"CH4 pair: R {r:.0f} bohr, intermolecular MP2 {molecular[r]:.4e}"
          f" hartree, ratio to law {-molecular[r] * r**6 / c_small:.4f}")
    print(f"  largest bond-pair deviation / mean pair: {deviation[r]:.4f}")
methane_slope = slope(40, molecular[40.0], 80, molecular[80.0])
print(f"CH4 pair: exponent, 40 to 80 bohr: {methane_slope:.4f}")
assert abs(methane_slope + 6) < 0.06
assert abs(-molecular[80.0] * 80.0**6 / c_small - 1) < 0.03
# A single bond orbital has no inversion centre: relative error of order 1/R.
assert deviation[80.0] < 0.15 and deviation[80.0] < 0.7 * deviation[40.0]

diffuse = methane('aug-cc-pvdz', [np.zeros(3)])
wts, corr = dipole_correlation(diffuse['dip'], diffuse['eo'], diffuse['ev'],
                               diffuse['rot'])
c_mol = pair_coefficients(wts, corr, common).sum()
z_axis = tensor_for(np.broadcast_to(np.array([0.0, 0.0, 1.0]), (4, 4, 3)))
assert abs(pair_coefficients(wts, corr, z_axis).sum() / c_mol - 1) < 1e-5
assert c_mol > c_small
c_mean = c_mol / 16
print(f"CH4: aug-cc-pVDZ molecular C {c_mol:.3f}, mean bond-pair C "
      f"{c_mean:.4f} hartree bohr^6")


# ---- Cutoff errors in infinite model arrays of methane ----
def theta(s):
    if s < 1:
        return theta(1 / s) / np.sqrt(s)
    return 1 + 2 * sum(np.exp(-np.pi * m * m * s) for m in range(1, 8))


def theta_integrand(s):
    return s * s * (theta(s) ** 3 - 1)


cubic_total = np.pi**3 / 2 * (
    quad(theta_integrand, 1e-14, 1, epsabs=1e-13, epsrel=1e-12)[0]
    + quad(theta_integrand, 1, 15, epsabs=1e-13, epsrel=1e-12)[0])


def cubic_tail(cut):
    """Sum of R^-6 over simple-cubic points beyond cut, unit spacing."""
    m = np.arange(-int(cut) - 1, int(cut) + 2) ** 2
    r2 = (m[:, None, None] + m[None, :, None] + m[None, None, :]).ravel()
    inside = r2[(r2 > 0) & (r2 <= cut * cut)].astype(float)
    return cubic_total - np.sum(inside ** -3)


side = 8.0
n_bulk, n_line = 4 / side**3, 4 / side
print(f"Arrays: spacing {side} bohr; orbitals {n_bulk:.7f} bohr^-3,"
      f" {n_line:.2f} bohr^-1")
print(f"Cubic lattice sum of R^-6, unit spacing: {cubic_total:.6f}")
bulk = []
for cut, tolerance in ((5.5, 0.10), (10.5, 0.04), (20.5, 0.02)):
    # Tolerances cover the fluctuating number of lattice points in a sphere.
    rc = cut * side
    lattice = 0.5 * (c_mol / 4) * cubic_tail(cut) / side**6
    law = 2 * np.pi / 3 * n_bulk * c_mean / rc**3
    bulk.append((rc, lattice))
    print(f"Bulk: Rc {rc:.0f} bohr, error/orbital {lattice:.4e} hartree,"
          f" law {law:.4e}")
    assert abs(lattice / law - 1) < tolerance
bulk_slope = slope(*bulk[0], *bulk[-1])
print(f"Bulk: cutoff-error exponent {bulk_slope:.3f}")
assert abs(bulk_slope + 3) < 0.10

to_joule = constants.physical_constants['Hartree energy'][0] * constants.N_A
for goal in (1e-6, 1e-8):
    print(f"Goal {goal:.0e} hartree/orbital = {goal * to_joule:.4g} J/mol")
    rc = (2 * np.pi * n_bulk * c_mean / (3 * goal)) ** (1 / 3)
    partners = 4 * np.pi / 3 * n_bulk * rc**3
    actual = 0.5 * (c_mol / 4) * cubic_tail(rc / side) / side**6
    print(f"  bulk Rc {rc:.2f} bohr, partners {partners:.0f},"
          f" lattice error {actual:.3e} hartree")
    assert abs(actual / goal - 1) < 0.15
    rc = (n_line * c_mean / (5 * goal)) ** 0.2
    partners = 2 * n_line * rc
    actual = (c_mol / 4) * zeta(6, np.floor(rc / side) + 1) / side**6
    print(f"  chain Rc {rc:.2f} bohr, partners {partners:.1f},"
          f" lattice error {actual:.3e} hartree")
    if rc > 4 * side:                        # a whole site may enter or leave
        assert 0.5 < actual / goal < 2

print("ALL CHECKS PASSED")
```

Printed output:

```
Chain: cells 61, spacing 5.0 bohr, site gap 2.5 bohr
Chain: hoppings -0.2, -0.05 hartree; softening 2.0 bohr
Chain: orbital energy gap 0.3002 hartree
Chain: C from dipole formula 70.978 hartree bohr^6
Chain: R 30 bohr, pair energy -1.0631e-07 hartree, ratio to -C/R^6 1.0919
Chain: R 60 bohr, pair energy -1.5483e-09 hartree, ratio to -C/R^6 1.0177
Chain: R 120 bohr, pair energy -2.3871e-11 hartree, ratio to -C/R^6 1.0042
Chain: R 10 bohr, |exchange/direct| 3.63e-02
Chain: R 20 bohr, |exchange/direct| 2.40e-03
Chain: R 60 bohr, |exchange/direct| 1.09e-12
Chain: pair exponent, 60 to 120 bohr: -6.019
Chain: Rc 42.5 bohr, error/orbital 2.0613e-08 hartree, finite-chain law 2.0441e-08
Chain: Rc 72.5 bohr, error/orbital 1.3859e-09 hartree, finite-chain law 1.3830e-09
Chain: cutoff-error exponent -5.055
CH4: C-H length 2.06 bohr; cc-pVDZ molecular C 83.515 hartree bohr^6
CH4: bond-pair C from 3.808 to 9.409 hartree bohr^6
CH4 pair, 20 bohr: total MP2 correlation -0.32246436 hartree
CH4 pair: R 20 bohr, intermolecular MP2 -1.3944e-06 hartree, ratio to law 1.0686
  largest bond-pair deviation / mean pair: 0.1786
CH4 pair: R 40 bohr, intermolecular MP2 -2.0721e-08 hartree, ratio to law 1.0163
  largest bond-pair deviation / mean pair: 0.0899
CH4 pair: R 80 bohr, intermolecular MP2 -3.1986e-10 hartree, ratio to law 1.0040
  largest bond-pair deviation / mean pair: 0.0436
CH4 pair: exponent, 40 to 80 bohr: -6.0175
CH4: aug-cc-pVDZ molecular C 120.033, mean bond-pair C 7.5021 hartree bohr^6
Arrays: spacing 8.0 bohr; orbitals 0.0078125 bohr^-3, 0.50 bohr^-1
Cubic lattice sum of R^-6, unit spacing: 8.401924
Bulk: Rc 44 bohr, error/orbital 1.3535e-06 hartree, law 1.4410e-06
Bulk: Rc 84 bohr, error/orbital 2.0300e-07 hartree, law 2.0711e-07
Bulk: Rc 164 bohr, error/orbital 2.7790e-08 hartree, law 2.7829e-08
Bulk: cutoff-error exponent -2.953
Goal 1e-06 hartree/orbital = 2.625 J/mol
  bulk Rc 49.70 bohr, partners 4017, lattice error 9.830e-07 hartree
  chain Rc 14.96 bohr, partners 15.0, lattice error 1.985e-06 hartree
Goal 1e-08 hartree/orbital = 0.02625 J/mol
  bulk Rc 230.68 bohr, partners 401706, lattice error 1.000e-08 hartree
  chain Rc 37.59 bohr, partners 37.6, lattice error 1.170e-08 hartree
ALL CHECKS PASSED
```
